# The root law for s–p mixing and parity violation in heavy radicals, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the two hyperfine constants measure

### A factor of two from a factor of four

Take a model radical whose unpaired electron surrounds a nucleus of charge $Z=56$. Its isotropic hyperfine coupling is $10^{-5}$ eV and its dipolar coupling is $10^{-7}$ eV. If the dipolar coupling is made four times larger at fixed isotropic coupling, the internal electric field that acts on an electron electric dipole moment grows by a factor of 2.005. Two things need explaining: why the factor is near two, and why it is slightly more than two.

The explanation is Kozlov's semiempirical relation. The isotropic coupling measures mainly the square of an s amplitude, and the dipolar coupling measures the square of a p amplitude. A parity-violating interaction connects s with p and is linear in each amplitude, so it follows the root of the product of the couplings. The relation has conditions, and its leading form has a small correction. Both come out of the derivation.

### The electron and its effective spin

Consider a diatomic molecule in a $^2\Sigma_{1/2}$ state with one unpaired $\sigma$ electron, treated in a mean field. The unit vector $\mathbf n_0$ along the axis points along $z$. The two states $|\pm\rangle$ of the Kramers doublet define an effective spin $\mathbf S'$ with $S'_a=\sigma_a/2$. Their phases are fixed by giving their s parts the spinors $\chi_+$ and $\chi_-$.

Atomic units are used in the algebra, with $\alpha=1/c$. A bold $\boldsymbol\alpha$ denotes the Dirac matrices. For a nuclear spin $\mathbf I$ with magnetic moment $g\mu_N\mathbf I$, the hyperfine Hamiltonian is

$$H_{\rm hf}=A_\parallel I_zS'_z+A_\perp(I_xS'_x+I_yS'_y),$$

$$A=\frac{A_\parallel+2A_\perp}{3},\qquad A_d=\frac{A_\parallel-A_\perp}{3}.$$

Thus $A_\parallel=A+2A_d$ and $A_\perp=A-A_d$. Both constants are proportional to $g$. I take $g>0$; for a negative $g$, reverse the signs of both constants first.

Close to the heavy nucleus the wave is expanded in s and p waves about that nucleus. Waves with $l\ge2$, core polarization and tails of orbitals on the other atom are left out. Just outside the region where relativity matters, the wave is taken to be

$$\frac1r\left[a_sf_0(r)Y_{00}+a_pf_1(r)Y_{10}\right]\chi,\qquad f_l=\sqrt r\,J_{2l+1}(\sqrt{8Zr}).$$

The functions $f_l$ are the regular nonrelativistic solutions at zero energy in the potential $-Z/r$. The real numbers $a_s$ and $a_p$ are therefore envelope amplitudes, with dimension of inverse length. They are not population fractions of normalized atomic orbitals.

### Splitting the p wave

Relativity treats $j=1/2$ and $j=3/2$ differently, so the $p_\sigma$ wave must be split. Let $\mathbf n=\mathbf r/r$, leave out the common factor $1/\sqrt{4\pi}$, and let angle brackets be averages over directions. The angular part is then

$$w=\sqrt3\,n_z\chi.$$

The operator $\sigma\!\cdot\!\mathbf n$ is a rotational scalar of odd parity. It turns an s spinor into a $p_{1/2}$ spinor, so every $p_{1/2}$ spinor has the form $\sigma\!\cdot\!\mathbf n\,\chi'$. Since $(\sigma\!\cdot\!\mathbf n)^2=1$, the projection of $w$ has

$$\chi'=\langle\sigma\!\cdot\!\mathbf n\,\sqrt3\,n_z\rangle\chi=\frac{\sigma_z}{\sqrt3}\chi,$$

because $\langle n_an_b\rangle=\delta_{ab}/3$. The two parts are

$$v=\frac{1}{\sqrt3}\,\sigma\!\cdot\!\mathbf n\,\sigma_z\chi\quad(p_{1/2}),\qquad u=w-v\quad(p_{3/2}).$$

Their squared norms are $1/3$ and $2/3$. The matrix $\sigma_z$ in $v$ reverses the sign of the $p_{1/2}$ part between the two Kramers partners. This sign decides which components of the interactions survive below.

Using one amplitude $a_p$ for both parts is an assumption: the outer wave is pure $p_\sigma$, and spin–orbit coupling has not changed its $p_{1/2}:p_{3/2}$ composition.

### Radial functions near the nucleus

Write a four-component wave as

$$\psi=\frac1r\begin{pmatrix}P\,U\\-iQ\,\sigma\!\cdot\!\mathbf n\,U\end{pmatrix},$$

where $U$ is an angular spinor with $\sigma\!\cdot\!\mathbf L\,U=-(\kappa+1)U$. The values are $\kappa=-1$ for $s_{1/2}$, $+1$ for $p_{1/2}$ and $-2$ for $p_{3/2}$. The spinor $\sigma\!\cdot\!\mathbf n\,U$ belongs to $-\kappa$. From $\sigma\!\cdot\!\mathbf p=-i\,\sigma\!\cdot\!\mathbf n\,(\partial_r-\sigma\!\cdot\!\mathbf L/r)$,

$$\sigma\!\cdot\!\mathbf p\,\frac{P}{r}U=-\frac ir\left(P'+\frac{\kappa P}{r}\right)\sigma\!\cdot\!\mathbf n\,U,$$

$$\sigma\!\cdot\!\mathbf p\,\frac{-iQ}{r}\,\sigma\!\cdot\!\mathbf n\,U=-\frac1r\left(Q'-\frac{\kappa Q}{r}\right)U .$$

With energy $E$ counted from the rest energy, the lower and upper rows of the Dirac equation give

$$P'=-\frac{\kappa}{r}P+\left(2c+\frac{E-V}{c}\right)Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P.$$

Near the nucleus a valence energy is small beside $|V|$. Set $E=0$ and $V=-Z/r$, and define $\vartheta=r\,d/dr$. The second equation gives $P=(\kappa-\vartheta)Q/(Z\alpha)$. The first is $(\vartheta+\kappa)P=(2cr+Z\alpha)Q$. Combining them,

$$\vartheta^2Q=(\gamma_\kappa^2-2Zr)Q,\qquad \gamma_\kappa=\sqrt{\kappa^2-\alpha^2Z^2}.$$

Let $x=\sqrt{8Zr}$. Then $\vartheta=(x/2)\,d/dx$ and $2Zr=x^2/4$, which turns this into Bessel's equation of order $2\gamma_\kappa$. The regular solution is $Q=NJ_{2\gamma_\kappa}(x)$, and

$$P=\frac{N}{Z\alpha}\left[\kappa J_{2\gamma_\kappa}-\frac x2J'_{2\gamma_\kappa}\right].$$

At large $x$ both $J$ and $J'$ have the envelope $\sqrt{2/(\pi x)}$, so $P$ has an envelope $|N|x/(2Z\alpha)$ times this. The reference function $a\sqrt r\,J_{2l+1}$ has $|a|x/\sqrt{8Z}$ times it. Equality requires $|N|=|a|\alpha\sqrt{Z/2}$. With $s_\kappa={\rm sgn}\,\kappa$,

$$Q=s_\kappa a\,\alpha\sqrt{\frac Z2}\,J_{2\gamma_\kappa},\qquad P=\frac{s_\kappa a}{\sqrt{2Z}}\left[\kappa J_{2\gamma_\kappa}-\frac x2J'_{2\gamma_\kappa}\right].$$

The sign makes $P$ tend to $+a\sqrt r\,J_{2l+1}$ for $\alpha Z\to0$. For s, for example, $J_2'=J_1-2J_2/x$ turns the bracket into $-(x/2)J_1$, and $s_{-1}=-1$ restores the plus sign.

Matching envelopes does not match phases. The large-$x$ phases of the $p_{1/2}$ and $p_{3/2}$ waves are displaced from the nonrelativistic one by $\pi(1-\gamma_1)$ and $\pi(2-\gamma_2)$. For $Z=56$ these displacements differ by about 0.14 rad. The pure-$p_\sigma$ assumption ignores this difference.

### The magnetic operator

The nuclear moment has vector potential $\alpha^2g\mu_N\,\mathbf I\times\mathbf r/r^3$. For an electron of charge $-1$ it adds $c\,\boldsymbol\alpha\cdot$(vector potential) to the Dirac Hamiltonian. A cyclic permutation of the triple product gives

$$H_{\rm hf}=g\mu_N\,\mathbf I\cdot\mathbf T,\qquad \mathbf T=\alpha\,\frac{\mathbf n\times\boldsymbol\alpha}{r^2}.$$

The matrix $\boldsymbol\alpha$ joins upper to lower components. Multiplying Pauli matrices,

$$(\mathbf n\times\boldsymbol\sigma)\,\sigma\!\cdot\!\mathbf n=i\,\mathbf n\times(\mathbf n\times\boldsymbol\sigma)=i\mathbf K,\qquad \mathbf K=\mathbf n(\mathbf n\!\cdot\!\boldsymbol\sigma)-\boldsymbol\sigma.$$

The adjoint is $\sigma\!\cdot\!\mathbf n\,(\mathbf n\times\boldsymbol\sigma)=-i\mathbf K$. The factors $-i$ and $+i$ carried by the lower components cancel these factors, so

$$\langle1|\mathbf T|2\rangle=\alpha\int_0^\infty\frac{P_1Q_2+Q_1P_2}{r^2}\,dr\;\langle U_1^\dagger\mathbf K\,U_2\rangle.$$

The operator has even parity, so there is no s–p term. The hyperfine constants contain $a_s^2$ and $a_p^2$ but not $a_sa_p$.

### Radial integrals

Write the integral above as $\alpha Z\,h\,a_1a_2$. Since $dr/r^2=16Z\,dx/x^3$,

$$h=8s_1s_2\int_0^\infty\frac{dx}{x^3}\left[(\kappa_1+\kappa_2)w-\frac x2w'\right],\qquad w=J_\mu J_\nu,$$

with $\mu=2\gamma_{\kappa_1}$ and $\nu=2\gamma_{\kappa_2}$; here $w$ is a radial product and not the angular spinor. Integrating the last term by parts gives $-\int x^{-3}w\,dx$. The boundary terms vanish for $\mu+\nu>2$, which for two $j=1/2$ waves means $\gamma_1>1/2$. Hence

$$h=8s_1s_2(\kappa_1+\kappa_2-1)\,W_2,\qquad W_k=\int_0^\infty x^{-k}w\,\frac{dx}{x}.$$

To find $W_2$, let $D_x=x\,d/dx$, so that $D_x^2J_\mu=(\mu^2-x^2)J_\mu$. Define $B=J_\nu D_xJ_\mu-J_\mu D_xJ_\nu$. Then $D_xB=(\mu^2-\nu^2)w$. Integrating with $dx/x$ and using the large-$x$ forms of the Bessel functions,

$$W_0=\frac{2}{\pi}\,\frac{\sin[\pi(\mu-\nu)/2]}{\mu^2-\nu^2},$$

which becomes $1/(2\nu)$ for $\mu=\nu$. Differentiating $w$ three times gives

$$D_x^3w=2(\mu^2+\nu^2-2x^2)D_xw-4x^2w-(\mu^2-\nu^2)B.$$

Multiply by $x^{-2}dx/x$ and integrate by parts. Each $D_x$ becomes a factor 2, except in the term where $x^2$ cancels $x^{-2}$; that term is a vanishing boundary value. The $B$ term gives $-(\mu^2-\nu^2)^2W_2/2$. Thus

$$8W_2=4(\mu^2+\nu^2)W_2-4W_0-\tfrac12(\mu^2-\nu^2)^2W_2,$$

$$W_2=\frac{8W_0}{8(\mu^2+\nu^2)-16-(\mu^2-\nu^2)^2}.$$

For equal orders $2\gamma$ this is $1/[8\gamma(4\gamma^2-1)]$. With $G=\gamma_1(4\gamma_1^2-1)$ the diagonal integrals are

$$h_s=-\frac3G,\qquad h_{11}=\frac1G,\qquad h_{33}=-\frac{5}{\gamma_2(4\gamma_2^2-1)}.$$

For the $p_{1/2}$–$p_{3/2}$ term, $\gamma_2^2-\gamma_1^2=3$. Then $\mu^2-\nu^2=-12$, and the denominator of $W_2$ is $-64\alpha^2Z^2$. Since $h_{13}=16W_2$,

$$h_{13}=-\frac{\sin[\pi(\gamma_2-\gamma_1)]}{3\pi\alpha^2Z^2}.$$

It is positive in the case studied, where $\gamma_2-\gamma_1$ slightly exceeds one. For $\alpha Z\to0$, $\gamma_2-\gamma_1\approx1+\alpha^2Z^2/4$ and $h_{13}\to1/12$. In the same limit $h_{11}\to1/3$ and $h_{33}\to-1/6$.

### Angular averages and the two couplings

For the s wave, $\langle\mathbf K\rangle=-\frac23\boldsymbol\sigma$. For $p_{1/2}$, use

$$\sigma\!\cdot\!\mathbf n\,\boldsymbol\sigma\,\sigma\!\cdot\!\mathbf n=2\mathbf n(\mathbf n\!\cdot\!\boldsymbol\sigma)-\boldsymbol\sigma,$$

so that $\sigma\!\cdot\!\mathbf n\,\mathbf K\,\sigma\!\cdot\!\mathbf n=-\mathbf K$, with average $+\frac23\boldsymbol\sigma$. The two factors $\sigma_z$ in $v$ then reverse the $x$ component.

For the complete angular wave, $\langle n_z^4\rangle=1/5$ and $\langle n_z^2n_x^2\rangle=1/15$ give coefficients $3(1/5-1/3)=-2/5$ along $z$ and $3(1/15-1/3)=-4/5$ along $x$. Between $v$ and the complete wave, the average is

$$\sigma_z\langle\sigma\!\cdot\!\mathbf n\,K_an_z\rangle=\frac{\sigma_z}{3}(\delta_{az}-\sigma_z\sigma_a),$$

which is zero for $a=z$ and $-\sigma_x/3$ for $a=x$. Subtraction gives the coefficients of $\sigma_z$ and $\sigma_x$:

- $v$ with $v$: $2/9$ and $-2/9$.
- $v$ with $u$: $-2/9$ and $-1/9$.
- $u$ with $u$: $-8/45$ and $-16/45$.

The mixed term occurs twice. Writing the matrix of $T_a$ as $t_a\sigma_a$,

$$\frac{t_z}{\alpha^2Z}=-\frac23h_sa_s^2+a_p^2\left(\frac29h_{11}-\frac8{45}h_{33}-\frac49h_{13}\right),$$

$$\frac{t_x}{\alpha^2Z}=-\frac23h_sa_s^2+a_p^2\left(-\frac29h_{11}-\frac{16}{45}h_{33}-\frac29h_{13}\right).$$

Because $\sigma_a=2S'_a$, $A_\parallel=2g\mu_Nt_z$ and $A_\perp=2g\mu_Nt_x$. Therefore

$$A=2g\mu_N\alpha^2Z(k_sa_s^2+k_ia_p^2),\qquad A_d=2g\mu_N\alpha^2Z\,k_da_p^2,$$

$$k_s=\frac2G,\qquad k_i=-\frac2{27}(h_{11}+4h_{33}+4h_{13}),$$

$$k_d=\frac2{135}(10h_{11}+4h_{33}-5h_{13}).$$

For $\alpha Z\to0$ these become $2/3$, $0$ and $1/30$: the contact coupling is isotropic and a $p_\sigma$ wave is purely dipolar. At finite $\alpha Z$ the p wave also has a small isotropic coupling.

## Second half: from the couplings to parity violation

### Symbols and results carried over

The amplitudes $a_s$ and $a_p$ are the outer envelopes of the s and $p_\sigma$ waves. The $p_{1/2}$ angular part is $v=\sigma\!\cdot\!\mathbf n\,\sigma_z\chi/\sqrt3$, where $\mathbf n$ is the radial direction. The axis direction is $\mathbf n_0=\hat z$. With $x=\sqrt{8Zr}$, $\gamma=\sqrt{1-\alpha^2Z^2}$ and $G=\gamma(4\gamma^2-1)$, the radial functions are

$$Q=s_\kappa a\alpha\sqrt{\frac Z2}J_{2\gamma_\kappa},\qquad P=\frac{s_\kappa a}{\sqrt{2Z}}\left[\kappa J_{2\gamma_\kappa}-\frac x2J'_{2\gamma_\kappa}\right],$$

where $\kappa=-1,+1,-2$ for $s_{1/2},p_{1/2},p_{3/2}$ and $s_\kappa$ is the sign of $\kappa$. A lower component is $-iQ\,\sigma\!\cdot\!\mathbf n\,U$ if the upper one is $PU$. The hyperfine constants are

$$A=2g\mu_N\alpha^2Z(k_sa_s^2+k_ia_p^2),\qquad A_d=2g\mu_N\alpha^2Z\,k_da_p^2.$$

### The root law

The dipolar constant fixes $a_p^2$. Put $\rho=k_i/k_d$. Then $\rho A_d$ is the part of $A$ that comes from the p wave, and

$$a_p^2=\frac{A_d}{2g\mu_N\alpha^2Z\,k_d},\qquad a_s^2=\frac{A-\rho A_d}{2g\mu_N\alpha^2Z\,k_s}.$$

Multiplying and taking the root,

$$\boxed{|a_sa_p|=\frac{\sqrt{(A-\rho A_d)A_d}}{2|g\mu_N|\alpha^2Z\sqrt{k_sk_d}}}$$

The magnitude of the $p_{1/2}$ amplitude is $|a_p|/\sqrt3$, so the s–$p_{1/2}$ product obeys the same law. If $|\rho A_d|\ll A$, it reduces to proportionality to $\sqrt{AA_d}$.

Within this model both $A_d$ and $A-\rho A_d$ must be non-negative after the sign of $g$ has been removed. A negative value means that something left out, such as core polarization, matters. The squares also leave the relative sign of $a_s$ and $a_p$ undetermined. That sign must come from a calculation or from knowledge of how the orbital is polarized.

The numerical factor depends on $Z$ and $g$. The simple root comparison therefore applies to different radicals of the same nucleus, or to one radical whose bonding is varied. Comparing different elements requires the full prefactors.

Within the one-electron s–p model, the two hyperfine constants fix the magnitude of the product $a_sa_p$, but not its sign. It remains to show that the parity-violating interactions are linear in this product, to work through the example, and to examine the errors of the law.
